# Shear-wave transmission at a welded interface and its thermal conductance, part 1

(Sections cited here and not found follow in the second part.)

## First half: one wave at the interface

### A number to explain

A horizontally polarised shear wave in aluminium meets silicon at 20° from the normal. The square of its transmitted displacement amplitude, relative to the incident one, is 0.743. Yet 98.1 % of the incident energy crosses the interface, more than the 94.5 % that crosses at normal incidence. Tilting the wave has made the interface more transparent.

Two questions are contained in these figures: how displacement is converted into transmitted energy, and how the angle alters the mismatch between the two solids. Both are answered by the quantity $Z\cos\theta$, where $Z$ is the shear impedance and $\theta$ the angle between the propagation direction and the normal.

### The setting

Medium 1 fills $z<0$ and medium 2 fills $z>0$. Each is homogeneous, isotropic, linear and lossless, with density $\rho_j$, shear modulus $\mu_j$, shear speed $v_j=\sqrt{\mu_j/\rho_j}$ and impedance

$$Z_j=\rho_jv_j=\sqrt{\rho_j\mu_j}.$$

The wave travels in the $xz$ plane and the material moves along $y$. This is what "horizontally polarised" means here: the motion is parallel to the interface and perpendicular to the plane of incidence. The displacement vector is

$$\mathbf u=(0,u(x,z,t),0).$$

Its divergence is $\partial_yu=0$, because $u$ does not depend on $y$. In an isotropic solid the stress is

$$\sigma_{ij}=\lambda\delta_{ij}\nabla\cdot\mathbf u+\mu(\partial_iu_j+\partial_ju_i),$$

where $\lambda$ is the other elastic modulus. The first term vanishes, and the nonzero stresses that remain are

$$\sigma_{xy}=\mu\,\partial_xu,\qquad \sigma_{zy}=\mu\,\partial_zu .$$

Newton's law along $y$ equates mass density times acceleration to the divergence of the stress:

$$\rho\,\partial_t^2u=\partial_x(\mu\,\partial_xu)+\partial_z(\mu\,\partial_zu). \tag{1}$$

Along $x$ and $z$ there is neither acceleration nor force. The interface also receives no traction along these directions. Motion along $y$ therefore satisfies all the equations by itself, and no compressional wave or shear wave polarised in the plane of incidence is needed. This separation rests on isotropy, or on a suitable crystal symmetry, and on an interface whose shape does not vary along $y$. The flatness of the interface is used in the next step.

### Snell's law

Complex fields carry the factor $e^{-i\omega t}$ with $\omega>0$; the physical field is the real part. For unit incident amplitude,

$$u_1=e^{ik_xx}\left(e^{ik_{z1}z}+r\,e^{-ik_{z1}z}\right),\qquad
u_2=t\,e^{ik_xx}e^{ik_{z2}z},$$

with $e^{-i\omega t}$ understood. The same $k_x$ appears on both sides because the boundary conditions must hold at every $x$; exponentials with different $k_x$ could not balance along the whole plane.

Inserting a plane wave into (1) within one medium gives $\rho\omega^2=\mu(k_x^2+k_z^2)$, so the wavenumber is $\omega/v$. Its components are

$$k_x=\frac{\omega}{v_j}\sin\theta_j,\qquad k_{zj}=\frac{\omega}{v_j}\cos\theta_j .$$

Equality of $k_x$ on the two sides yields

$$\frac{\sin\theta_1}{v_1}=\frac{\sin\theta_2}{v_2}. \tag{2}$$

### Where the cosine enters

Let $\tau=\sigma_{zy}=\mu\partial_zu$ be the shear traction on a plane parallel to the interface. For a wave travelling towards positive $z$, the derivative supplies $ik_z$:

$$\tau=i\mu k_zu=i\frac{\mu\omega}{v}\cos\theta\,u.$$

Since $\mu/v=\rho v=Z$,

$$\tau=i\omega Z\cos\theta\,u. \tag{3}$$

For a wave travelling towards negative $z$, $k_z$ changes sign and so does the right-hand side. The cosine multiplies $Z$ because the interface feels the gradient of $u$ along the normal alone. The gradient along $x$ produces $\sigma_{xy}$, which acts on planes perpendicular to $x$ and not on the interface.

It is convenient to define

$$A=Z_1\cos\theta_1,\qquad B=Z_2\cos\theta_2.$$

### Matching the waves

A weld permits no slip, so $u$ is continuous. A massless interface cannot support a net force, so $\tau$ is continuous as well. At $z=0$ these two conditions read

$$1+r=t, \tag{4}$$
$$i\omega A(1-r)=i\omega Bt. \tag{5}$$

The minus sign in (5) comes from the reversed direction of the reflected wave. Cancelling $i\omega$ and inserting (4) gives

$$A-Ar=B+Br.$$

Collecting the terms in $r$ gives $A-B=(A+B)r$, hence

$$r=\frac{A-B}{A+B},\qquad t=1+r=\frac{2A}{A+B}. \tag{6}$$

These are displacement amplitudes. Energy needs one further step.

### Energy through the interface

Multiply (1) by $\partial_tu$. On the left,

$$\rho\,\partial_tu\,\partial_t^2u=\partial_t\left[\tfrac12\rho(\partial_tu)^2\right].$$

On the right, the product rule gives

$$\partial_tu\,\nabla\cdot(\mu\nabla u)=\nabla\cdot(\mu\,\partial_tu\,\nabla u)-\partial_t\left[\tfrac12\mu|\nabla u|^2\right].$$

Moving the last term to the left produces a conservation law:

$$\partial_t\left[\tfrac12\rho(\partial_tu)^2+\tfrac12\mu|\nabla u|^2\right]=-\nabla\cdot\mathbf J,\qquad \mathbf J=-\mu\,\partial_tu\,\nabla u .$$

The bracket is kinetic plus elastic energy density. The energy flux along the normal is $J_z=-\tau\,\partial_tu$.

For two oscillating quantities with complex amplitudes $X$ and $Y$, the product of real parts contains a constant term $\frac12\mathrm{Re}(X^*Y)$ and terms at frequency $2\omega$, which average to zero. For a forward wave of amplitude $U$, $\tau=i\omega Z\cos\theta\,U$ and $\partial_tu=-i\omega U$. With real $\cos\theta$,

$$\langle J_z\rangle=-\tfrac12\mathrm{Re}\left[(-i\omega Z\cos\theta\,U^*)(-i\omega U)\right]=\tfrac12\omega^2Z\cos\theta\,|U|^2, \tag{7}$$

because $(-i)(-i)=-1$. If $\cos\theta$ is complex, the same steps leave its real part.

In medium 1 the incident and reflected waves overlap, so a possible interference term must be examined. At the interface the displacement is $1+r$ and the traction is $i\omega A(1-r)$. The mean flux is

$$\tfrac12\omega^2A\,\mathrm{Re}[(1-r^*)(1+r)]=\tfrac12\omega^2A(1-|r|^2).$$

The cross terms $r-r^*$ are imaginary and drop out. Incident and reflected fluxes can thus be counted separately, and the reflected fraction is $R=|r|^2$. The transmitted fraction is the ratio of the forward fluxes on the two sides:

$$T=\frac{\mathrm{Re}\,B}{A}|t|^2=\frac{4A\,\mathrm{Re}\,B}{|A+B|^2}. \tag{8}$$

When $\theta_2$ is real, $B$ is real and

$$\boxed{T=\frac{4Z_1\cos\theta_1\,Z_2\cos\theta_2}{(Z_1\cos\theta_1+Z_2\cos\theta_2)^2}.} \tag{9}$$

At normal incidence both cosines are one, and the familiar $4Z_1Z_2/(Z_1+Z_2)^2$ remains. Energy is conserved: $|A-B|^2+4A\,\mathrm{Re}\,B=|A+B|^2$, and division by $|A+B|^2$ gives $R+T=1$.

### The 20° wave in numbers

The example uses rough isotropic values: $\rho_1=2700$ and $\rho_2=2330$ kg/m³, $v_1=3100$ and $v_2=5800$ m/s. The value for silicon is close to its shear speed along a cubic axis, the fast end of its range; an average over directions would be about 5300 m/s. In units of $10^6$ kg/(m² s), used for all impedances below, $Z_1=8.370$ and $Z_2=13.514$.

Snell's law gives $\sin\theta_2=(5800/3100)\sin20^\circ=0.640$, so $\theta_2=39.79^\circ$. Then

$$A=8.370\times0.9397=7.865,\qquad B=13.514\times0.7685=10.385,$$
$$r=\frac{7.865-10.385}{18.250}=-0.138,\qquad t=\frac{15.730}{18.250}=0.862,$$
$$T=\frac{10.385}{7.865}\times0.7429=0.981.$$

The factor $B/A=1.32$ answers the first question. It has two parts. The intensity along a ray is $\frac12\omega^2Z|U|^2$, so the transmitted ray has $(13.514/8.370)\times0.7429=1.20$ times the incident intensity. This does not create energy. A beam covering a given length of interface has a width proportional to $\cos\theta$, and the transmitted beam is narrower by $0.7685/0.9397=0.818$. The product is 0.981.

The second question concerns the mismatch. With $g=B/A$,

$$1-T=\left(\frac{1-g}{1+g}\right)^2.$$

At normal incidence $g=1.61$; at 20° it is 1.32. Refraction into the faster silicon tilts the wave further from the normal, so the cosine reduces the larger impedance more strongly than the smaller one.

### The angle of full transmission

Reflection vanishes when $A=B$. Write $s=\sin\theta_1$ and $n=v_2/v_1$, so that $\sin\theta_2=ns$. Squaring $A=B$ gives

$$Z_1^2(1-s^2)=Z_2^2(1-n^2s^2),$$
$$s^2=\frac{Z_2^2-Z_1^2}{n^2Z_2^2-Z_1^2}. \tag{10}$$

For the example, $s^2=112.6/569.2=0.198$ and the angle is 26.4°.

Such an angle need not exist. To find the condition, follow

$$g^2=\frac{Z_2^2}{Z_1^2}\,\frac{1-n^2s^2}{1-s^2},\qquad
\frac{d}{d(s^2)}\left(\frac{1-n^2s^2}{1-s^2}\right)=\frac{1-n^2}{(1-s^2)^2}.$$

If medium 2 is faster, $g$ falls steadily from $Z_2/Z_1$ to zero at the critical angle. It passes through one at an oblique angle if and only if $Z_2>Z_1$. If medium 2 is slower, $g$ rises steadily without bound towards grazing incidence, and the condition is $Z_2<Z_1$. For unequal speeds and impedances, therefore, full transmission at an oblique angle requires the faster medium to have the higher impedance, and this is also sufficient. With equal speeds, $g$ and $T$ do not depend on angle.

### Beyond the critical angle

When $v_2>v_1$, Snell's law demands $\sin\theta_2>1$ once $\sin\theta_1>v_1/v_2$. In the example this happens beyond 32.3°. The field in medium 2 must not grow as $z\to\infty$, so $k_{z2}=+i\kappa$ with $\kappa>0$, and

$$\cos\theta_2=+i\sqrt{\sin^2\theta_2-1},\qquad \kappa=\sqrt{k_x^2-\omega^2/v_2^2}. \tag{11}$$

Now $B=i|B|$. Equation (8) gives $T=0$, whereas putting the imaginary cosine into (9) would give a value that is generally complex and has no meaning as an energy fraction. The reflected amplitude is

$$r=\frac{A-i|B|}{A+i|B|}=e^{-2i\arctan(|B|/A)}.$$

It has unit magnitude. At 45°, $A=5.92$ and $|B|=11.71$, so the phase is $-126^\circ$; the opposite time convention would reverse its sign. The displacement in silicon is not zero, but traction and velocity are a quarter period apart and the mean power vanishes. The result needs medium 2 to be much thicker than $1/\kappa$. If another solid lay within that depth, the growing exponential could no longer be discarded.

### A test that imposes no matching condition

Equation (1) can be evolved in time with $\rho$ and $\mu$ changing abruptly, without inserting (4) or (5). A packet with fixed $k_x$ and Gaussian amplitude of standard length $40v_1/\omega$ along $z$ was started in aluminium on a grid of step $0.1v_1/\omega$. After the encounter, the energy fraction in silicon was 0.9811 for a central angle of 20°, against 0.9809 from (9). At 45° the remaining fraction was $2\times10^{-11}$.

The test can also distinguish (9) from the rule for sound in fluids. There the normal velocity obeys $\rho\,\partial_tv_z=-\partial_zp$, which gives $p/v_z=Z/\cos\theta$ for pressure $p$. Matching pressure and normal velocity then puts $Z/\cos\theta$ where $Z\cos\theta$ stands here. That form would give 0.893 at 20°. For a pair with $\rho_2/\rho_1=4$, $v_2/v_1=1.2$ and $\theta_1=40^\circ$, the packet gives 0.6414, the shear rule 0.6412 and the divided form 0.5031.

## Second half: heat carried across the interface

### Results carried over

For media $j=1,2$, $Z_j=\rho_jv_j$ is the shear impedance, $A=Z_1\cos\theta_1$ and $B=Z_2\cos\theta_2$. The angles obey $\sin\theta_1/v_1=\sin\theta_2/v_2$. The transmitted fraction of the normal energy flux is $T=4A\,\mathrm{Re}B/|A+B|^2$, which is zero beyond the critical angle. Medium 1 is aluminium and medium 2 silicon. Temperature is written $\Theta$, because $T$ is already in use; $k_B\Theta$ appears as "kB T" in the numerical output.

### From one wave to a heat flux

Heat in the lattice is carried by waves of all directions and many frequencies. Consider the horizontally polarised shear branch, abbreviated SH, arriving from medium 1. Its modes have density $d^3k/(2\pi)^3$ per unit volume. Each carries thermal energy $\hbar\omega N$, with

$$N(\omega,\Theta)=\frac{1}{e^{\hbar\omega/k_B\Theta}-1},$$

and moves towards the interface at speed $v_1\cos\theta_1$. Zero-point energy is omitted because it does not change with temperature. The transmitted flux is

$$q_{12}=\int_{k_z>0}\frac{d^3k}{(2\pi)^3}\,\hbar\omega N\,v_1\cos\theta_1\,T(\theta_1). \tag{12}$$

In spherical coordinates $d^3k=k^2\,dk\,\sin\theta_1\,d\theta_1\,d\phi$. In an isotropic solid the integral over $\phi$ gives $2\pi$. Since $d(\sin^2\theta_1)=2\sin\theta_1\cos\theta_1\,d\theta_1$, define

$$\Gamma_{12}=\int_0^1T\,d(\sin^2\theta_1), \tag{13}$$

so that $\int T\sin\theta_1\cos\theta_1\,d\theta_1=\Gamma_{12}/2$. With $k=\omega/v_1$, the remaining factor is $v_1k^2dk=\omega^2d\omega/v_1^2$. Altogether,

$$q_{12}=\frac{2\pi}{(2\pi)^3}\,\frac{\Gamma_{12}}{2v_1^2}\int_0^\infty\hbar\omega^3N\,d\omega
=\frac{\Gamma_{12}}{8\pi^2v_1^2}\int_0^\infty\hbar\omega^3N\,d\omega. \tag{14}$$

The angular average can leave the frequency integral because $T$ contains no frequency: an ideal weld has no length or stiffness scale of its own.

The transmitted energy fraction of a horizontally polarised shear wave is now known at every angle, and the heat flux this branch carries from aluminium into silicon has been reduced to an angular average times a frequency integral. It remains to check that the flux agrees from either side, to find the conductance at 4 K, and to see how omitted polarisations, crystal anisotropy and imperfect contact alter the picture.

Numbers in the example were calculated in double precision.
